# Steady Oxygen Capture by a Thin Absorbing Disc in Silicon

Silicon grown from a melt in a silica crucible contains dissolved oxygen. When the crystal is annealed at a temperature where this oxygen is supersaturated, part of it can collect in thin oxide platelets. A platelet grows no faster than oxygen reaches it by diffusion. Its two faces have area $2\pi a^2$, which might suggest a capture rate proportional to $a^2$. The diffusion field, however, also extends over a distance set by $a$, so the gradient weakens as the disc widens. The calculation below finds the resulting rate, including its numerical factor.

## The boundary-value problem

Let the disc have radius $a$ and negligible thickness, and let it lie at rest in the plane $z=0$ of an unbounded medium. Oxygen has concentration $c$ and a constant, isotropic diffusivity $D$. There is no drift, as a stress gradient would cause. The flux density is $\mathbf j=-D\nabla c$, and in the steady state $\nabla\cdot\mathbf j=0$. Hence

$$\nabla^2c=0,\qquad c=0\ \text{on both faces},\qquad c\to c_\infty\ \text{far away}. \tag{1}$$

The condition $c=0$ defines perfect absorption. The capture rate $J$ is the number of atoms reaching both faces per unit time, counted positive towards the disc. The problem is classical and contains no $\hbar$, so the algebra holds in atomic units or any other consistent set.

Problem (1) has one solution that is continuous up to the disc and its rim. The difference of two such solutions is harmonic and vanishes on the disc and at infinity. By the maximum principle it can be neither positive nor negative anywhere, so it is zero. Any continuous solution we find is therefore the required one.

If the faces instead hold a uniform concentration $c_s$, then $c-c_s$ obeys (1) with $c_\infty$ replaced by $c_\infty-c_s$. The rate is reduced by the factor $1-c_s/c_\infty$.

## Coordinates fitted to the disc

With $\rho$ the distance from the axis, define $s\ge0$ and $-1\le\eta\le1$ by

$$z=a\,s\,\eta,\qquad \rho=a\sqrt{(1+s^2)(1-\eta^2)}. \tag{2}$$

At $s=0$ we have $z=0$ and $\rho=a\sqrt{1-\eta^2}\le a$. This is the disc, with $\eta>0$ on the upper face and $\eta<0$ on the lower. Surfaces of constant $s>0$ are flattened spheroids around it.

The derivatives of (2) are

$$\frac{\partial\rho}{\partial s}=as\sqrt{\frac{1-\eta^2}{1+s^2}},\quad \frac{\partial z}{\partial s}=a\eta,\quad \frac{\partial\rho}{\partial\eta}=-a\eta\sqrt{\frac{1+s^2}{1-\eta^2}},\quad \frac{\partial z}{\partial\eta}=as .$$

The two tangent vectors are orthogonal, since their scalar product is $-a^2s\eta+a^2s\eta=0$. Their squared lengths are

$$g_s^2=a^2\left[\frac{s^2(1-\eta^2)}{1+s^2}+\eta^2\right]=a^2\frac{s^2+\eta^2}{1+s^2},$$

$$g_\eta^2=a^2\left[\frac{\eta^2(1+s^2)}{1-\eta^2}+s^2\right]=a^2\frac{s^2+\eta^2}{1-\eta^2}. \tag{3}$$

The scale factor for the azimuth $\phi$ is $g_\phi=\rho$. The combination needed for the flow across a surface of constant $s$ is

$$\frac{g_\eta g_\phi}{g_s}=\sqrt{\frac{1+s^2}{1-\eta^2}}\;a\sqrt{(1+s^2)(1-\eta^2)}=a(1+s^2). \tag{4}$$

It does not depend on $\eta$, which makes a solution depending on $s$ alone possible.

## The concentration and the rate

Try $c=c(s)$. The inward flux density across a surface of constant $s$ is $D\,c'(s)/g_s$, and the area element is $g_\eta g_\phi\,d\eta\,d\phi$. By (4), the flow through the element is $Da(1+s^2)c'(s)\,d\eta\,d\phi$. Nothing crosses the side walls of a tube of fixed $\eta$ and $\phi$, so conservation requires

$$\frac{d}{ds}\left[(1+s^2)\frac{dc}{ds}\right]=0
\quad\Longrightarrow\quad c=A+B\arctan s . \tag{5}$$

Absorption at $s=0$ gives $A=0$. From (2),

$$r^2=\rho^2+z^2=a^2(1+s^2-\eta^2), \tag{6}$$

so $s\to\infty$ far away. There $B\pi/2=c_\infty$, and

$$c=\frac{2c_\infty}{\pi}\arctan s . \tag{7}$$

We must also check that (7) has no kink in the plane $z=0$ outside the disc. Put $w=r^2/a^2-1$. Equation (6) gives $\eta^2=s^2-w$, and $z^2=a^2s^2\eta^2$ then gives $s^4-ws^2-z^2/a^2=0$, or

$$s^2=\tfrac12\left[w+\sqrt{w^2+4z^2/a^2}\right]. \tag{8}$$

Away from the disc $s^2$ is positive and smooth, and so is $c$. At the disc and its rim $s\to0$ continuously. Equation (7) therefore meets every condition of the uniqueness argument.

The total inward flow through any spheroid follows by integrating over $\eta$ from $-1$ to $1$ and over $\phi$ from $0$ to $2\pi$, which gives a factor $4\pi$. Since $(1+s^2)c'=2c_\infty/\pi$,

$$J=4\pi Da\,\frac{2c_\infty}{\pi}=8Da\,c_\infty . \tag{9}$$

Doubling the radius at fixed $D$ and $c_\infty$ doubles the rate, although it quadruples the area.

## Where the oxygen arrives

On a face $s=0$, so $g_s=a|\eta|=\sqrt{a^2-\rho^2}$. The inward flux density on each face is

$$j(\rho)=\frac{D\,c'(0)}{g_s}=\frac{2Dc_\infty}{\pi\sqrt{a^2-\rho^2}} . \tag{10}$$

It diverges at the rim, which draws oxygen from the side as well as from above and below. The divergence is integrable. Both faces together capture, inside radius $\rho$,

$$J(<\rho)=2\int_0^\rho 2\pi\rho' j(\rho')\,d\rho'=8Dc_\infty\left[a-\sqrt{a^2-\rho^2}\right]. \tag{11}$$

At $\rho=a$ this returns (9). The captured share is $1-\sqrt{1-\rho^2/a^2}$, which equals one half at $\rho=\sqrt3\,a/2$. The outer quarter of the area thus takes half of the oxygen. At the centre, $j=2Dc_\infty/(\pi a)$ is half the mean value $J/(2\pi a^2)=4Dc_\infty/(\pi a)$.

## The far field and an integral equation

For large $r$, (6) gives $s\approx r/a$, and $\arctan s=\pi/2-\arctan(1/s)\approx\pi/2-a/r$. Thus

$$c\approx c_\infty\left(1-\frac{C}{r}\right),\qquad C=\frac{2a}{\pi},\qquad J=4\pi DC\,c_\infty . \tag{12}$$

An absorbing sphere of radius $R$ has $c=c_\infty(1-R/r)$ and rate $4\pi DRc_\infty$. Seen from far away, the disc acts as a sphere of radius $C$. A sphere of radius $a$ has twice the absorbing area but captures only $\pi/2$ times as much.

The rate can also be found without the special coordinates. A point sink of strength $Q$ lowers the concentration at distance $R$ by $Q/(4\pi DR)$. Let $q$ be the capture per unit area, both faces together. The lowering must equal $c_\infty$ everywhere on the disc:

$$\frac1{4\pi D}\int\frac{q(\mathbf r')}{|\mathbf r-\mathbf r'|}\,dS'=c_\infty . \tag{13}$$

Solved numerically on 300 rings, (13) gives $J/(Dac_\infty)=8.0000$ and a share of 0.5000 inside $\rho=0.8660\,a$.

Random walkers offer another route. The probability that a walker is ever captured is harmonic in its starting point, equals 1 on the absorber and vanishes at infinity. It is therefore $1-c/c_\infty$. Its average over an enclosing sphere of radius $R_0$ is $C/R_0$, because the higher multipoles average to zero. The captured fraction of walkers released uniformly on that sphere thus measures $C$. This gives $J/(Dac_\infty)=8.001\pm0.014$.

## Approach to the steady state

Suppose absorption begins at time $t=0$ in a uniform medium, with the disc radius held fixed. The deficit $u=c_\infty-c$ starts from zero and obeys $\partial u/\partial t=D\nabla^2u$. Its Laplace transform $\hat u$ obeys $\nabla^2\hat u=\kappa^2\hat u$ with $\kappa=\sqrt{p/D}$, where $p$ is the transform variable. The field of a point sink acquires the factor $e^{-\kappa R}$, and the deficit on the disc is $c_\infty/p$.

Long times correspond to small $\kappa a$, where $e^{-\kappa R}/R\approx1/R-\kappa$. Equation (13) becomes

$$\frac1{4\pi D}\int\frac{\hat q}{R}\,dS'=\frac{c_\infty}{p}+\frac{\kappa\hat J}{4\pi D}. \tag{14}$$

The right side is uniform over the disc, so this is the steady problem with a changed far-field concentration. By (12),

$$\hat J=4\pi DC\left[\frac{c_\infty}{p}+\frac{\kappa\hat J}{4\pi D}\right]
\;\Longrightarrow\;
\hat J=\frac{J}{p(1-\kappa C)}\approx J\left[\frac1p+\frac{C}{\sqrt{Dp}}\right].$$

The inverse transform of $p^{-1/2}$ is $1/\sqrt{\pi t}$. To leading order for $\sqrt{Dt}\gg a$,

$$J(t)\approx J\left[1+\frac{C}{\sqrt{\pi Dt}}\right]. \tag{15}$$

The early rate is higher because oxygen near the disc has not yet been removed.

## Growth of the platelet

Let the platelet keep a thickness $h\ll a$, and let each captured oxygen atom add an oxide volume $v_O$ by widening the disc. This assumes that oxygen arriving at the faces can move along the interface to the rim. From $V=\pi a^2h$ we have $2\pi ah\,da/dt=Jv_O$, and (9) gives

$$\frac{da}{dt}=\frac{4Dc_\infty v_O}{\pi h}. \tag{16}$$

The radius cancels, so in this model the rim advances at constant speed. This law rests on the fixed thickness, which real platelets need not keep: at a fixed ratio $h/a$ the volume scales as $a^3$, and the same rate (9) gives $a\propto t^{1/2}$. By (15) the steady rate is approached only slowly, with an excess of order $a/\sqrt{Dt}$. For a platelet that has grown at constant speed from a much smaller size, $t\approx a/(da/dt)$, so the excess is of order $\sqrt{(da/dt)\,a/D}$. The steady field may be used at each moment if this square root is small.

## A platelet at 1200 K

Take $a=50$ nm, $h=4$ nm and $c_\infty=1.0\times10^{18}\ \mathrm{cm^{-3}}$. A rough Arrhenius law gives the diffusivity, with $k_BT=0.1034$ eV (0.10341 eV is used in evaluating the exponent):

$$D=0.13\,e^{-2.53/0.1034}\ \mathrm{cm^2/s}\approx3.08\times10^{-12}\ \mathrm{cm^2/s}.$$

With $10^{-7}$ cm per nm, (9) gives

$$J=8(3.08\times10^{-12})(50\times10^{-7})(10^{18})\ \mathrm{s^{-1}}\approx123\ \mathrm{s^{-1}},$$

or about $4.4\times10^5$ atoms per hour. A sphere of equal volume has radius 19.6 nm and would capture 76 atoms per second. By the thin-disc formula, the flat shape collects 1.6 times faster at fixed volume, the ratio of $C=31.8$ nm to 19.6 nm. The thickness correction given below raises this to 1.7.

For $v_O=0.023\ \mathrm{nm^3}$, (16) gives $da/dt\approx2.3\times10^{-3}$ nm/s. The ratio $(da/dt)a/D$ is $3.7\times10^{-4}$ and its square root is 0.019, so during such growth the steady rate should hold to within a few per cent.

## What the ideal disc leaves out

Percentages in this section are relative to $8Dac_\infty$ unless stated otherwise.

**Outline.** The factor 8 belongs to a circular disc. Platelets in silicon are often closer to squares; a thin square of equal area has a capacity length $C$, and hence a rate, about 2 % larger.

**Thickness.** Random walkers sent to a flat cylinder of the same radius and 4 nm thickness give a rate higher by $6.7\pm0.2\,\%$. At fixed thickness this excess shrinks as the disc widens, so the rim speed (16) is constant only in the limit $h\ll a$.

**Surface concentration.** A rough solubility law gives $c_{eq}=3.7\times10^{16}\ \mathrm{cm^{-3}}$ at a flat, unstrained interface. The platelet's interface area is $2\pi a^2+2\pi ah$. Widening at fixed $h$ adds area per volume

$$\frac{4\pi a+2\pi h}{2\pi ah}=\frac2h+\frac1a .$$

With interface energy $\sigma=2.0\ \mathrm{eV/nm^2}$, each added atom costs $\sigma v_O(2/h+1/a)=2.0\times0.023\times0.52\approx0.024$ eV. In a dilute solution the chemical potential varies as $k_BT\ln c$. Local equilibrium therefore raises $c_s$ to $c_{eq}e^{0.024/0.1034}\approx4.7\times10^{16}\ \mathrm{cm^{-3}}$, and the rate falls by 4.7 %.

**Attachment.** By (11), a fraction $\sqrt{1-(49.7/50)^2}\approx0.11$ of the oxygen would arrive within 0.3 nm of the rim, a distance of atomic size. The continuum flux density has no detailed meaning there. To see how much the total depends on it, let each face capture at the finite rate $k_sc$ per unit area. Then $c=q/(2k_s)$ on the disc, and (13) becomes

$$\frac1{4\pi D}\int\frac{q}{|\mathbf r-\mathbf r'|}\,dS'+\frac{q}{2k_s}=c_\infty . \tag{17}$$

For $D/k_s=0.3$ nm the numerical solution lowers the rate by 1.4 %. In the opposite limit, $D/k_s\gg a$, the integral is negligible. Then $q=2k_sc_\infty$ and $J=2\pi a^2k_sc_\infty$, so the area law returns. The linear law (9) thus requires attachment fast enough that $D/k_s\ll a$.

**Time and neighbours.** After 1000 s the diffusion length $\sqrt{Dt}$ is 555 nm. Equation (15) gives an excess of $31.8/(555\sqrt\pi)\approx3.2\,\%$, and numerical inversion of the full transformed problem gives the same figure. This holds the radius fixed; by (16) it would grow by 2.3 nm. For $10^{10}$ precipitates per $\mathrm{cm^3}$, each has a share of the crystal about 2900 nm in radius, well beyond the diffusion length. At the steady rate (9) they would together remove 0.12 % of the oxygen in this time; the higher early rate adds only slightly to this. In a much longer anneal the fields overlap and $c_\infty$ must be replaced by a falling concentration.

**Temperature.** At 1210 K instead of 1200 K, with $c_\infty$ held fixed, $D$ and hence $J$ are 22 % higher. This exceeds each of the corrections above.

The example is set in the regime of Czochralski silicon, whose oxygen content is roughly $10^{18}\ \mathrm{cm^{-3}}$; precipitate sizes and densities depend strongly on the anneal. The least secure assumption is the low surface concentration. Oxide needs more room than the silicon it replaces, so growth involves misfit strain and the emission of silicon self-interstitials. Both can raise $c_s$, and neither is computed here. Their possible importance can still be judged: the rate is halved when $c_s=c_\infty/2$, which needs a total energy shift of $0.1034\ln(50/3.72)\approx0.27$ eV per oxygen atom. That is about eleven times the interface term found above. If the shift grows until $c_s=c_\infty$, capture stops, however fast oxygen diffuses. Equation (9) is therefore the diffusion-limited rate of an ideal thin disc, to be multiplied by $1-c_s/c_\infty$ when the surface concentration is uniform and stress drift is negligible. If $c_s$ varies over the faces, it must be averaged with the flux density (10) as weight, so its value near the rim counts most. The full set of computed values is in the numerical output below.

## Computed values

```
TESTS, rate in units of D a c_inf (derived value 8)
flux of closed solution through a sphere: 8.00000
integral equation on 300 rings: 8.0000
random walkers: 8.001 +- 0.014
share captured inside rho = 0.8660 a: 0.5000
INPUTS (rough typical values)
temperature: 1200 K
thermal energy kT: 0.1034 eV
diffusivity prefactor: 0.13 cm2/s
diffusion activation energy: 2.53 eV
solubility prefactor: 9.0e+22 cm^-3
solution energy: 1.52 eV
far-field oxygen concentration: 1.0e+18 cm^-3
platelet radius: 50 nm
platelet thickness: 4 nm
oxide volume per oxygen atom: 0.023 nm^3
interface energy: 2.0 eV/nm^2
jump length for attachment: 0.3 nm
precipitate density: 1.0e+10 cm^-3
hold time: 1000 s
RESULTS
diffusivity: 3.079e-12 cm2/s
capture rate 8 D a c_inf: 123.2 atoms/s
the same rate: 4.434e+05 atoms/h
capacity length 2a/pi: 31.83 nm
flux density at centre of one face: 3.920e-03 nm^-2 s^-1
radius of sphere of equal volume: 19.57 nm
capture rate of that sphere: 75.7 atoms/s
disc rate / equal-volume sphere rate: 1.626
radial growth speed: 2.254e-03 nm/s
radius gained in hold time: 2.25 nm
NEGLECTED EFFECTS
thickness, change of rate: +6.7 %
statistical error of that change: 0.2 %
equilibrium solubility: 3.72e+16 cm^-3
interface-energy shift per oxygen atom: 0.0239 eV
surface concentration with shift: 4.69e+16 cm^-3
surface concentration, change of rate: -4.7 %
attachment, change of rate: -1.41 %
diffusion time a^2/D: 8.12 s
transient at hold time, long-time law: +3.24 %
transient, numerical inversion: +3.24 %
rim motion, speed*a/D: 3.66e-04 (no unit)
diffusion length sqrt(D t): 555 nm
radius of volume per precipitate: 2879 nm
oxygen removed in hold time: 0.12 %
10 K hotter, change of diffusivity: +22.4 %
```
